\section*{Variable-Range Hopping with a Constant Density of States}

\section*{Result}

Electrons in a disordered dielectric can move by hopping between localised states. Let the density of these states be constant near the Fermi level. In weak field, at low enough temperature, the conductivity in $d=2$ or $3$ dimensions is then
\begin{equation}
\ln\sigma=\ln\sigma_0-\left(\frac{T_0}{T}\right)^{1/(d+1)},\qquad
kT_0=\frac{C_d}{g_d\,\xi^d}.
\label{result}
\end{equation}
The power is $1/3$ in two dimensions and $1/4$ in three. Here $g_d$ is the number of states per unit energy and per unit area ($d=2$) or volume ($d=3$), and $\xi$ is the decay length of a localised amplitude, $\psi\sim e^{-r/\xi}$. Optimising one typical hop gives
\begin{equation}
C_2=\frac{27}{\pi}\approx 8.59,\qquad C_3=\frac{512}{9\pi}\approx 18.1 .
\label{coeffs}
\end{equation}

The statement concerns the leading temperature dependence. The prefactor $\sigma_0$ may vary as a power of $T$, not always a weak one, and the coefficient $C_d$ changes when the single hop is replaced by a connected network. The power survives that change.

The model neglects Coulomb correlation between electrons, relaxation of the lattice around a trapped charge, and emission into extended states. Energies $E$ are measured from the Fermi level.

\section*{The cost of a hop}

An electron tunnels a distance $R$ with a probability proportional to the squared overlap of the two states. The overlap falls as $e^{-R/\xi}$, so its square gives $e^{-2R/\xi}$. If the final state lies higher by $W\gg kT$, a phonon of energy $W$ must be absorbed. The number of such phonons is $1/(e^{W/kT}-1)\approx e^{-W/kT}$. Hence
\begin{equation}
\text{rate}\propto e^{-S},\qquad S=\frac{2R}{\xi}+\frac{W}{kT}.
\label{rate}
\end{equation}
Algebraic factors in $R$ and $W$ are left in the prefactor.

This describes an electron that starts at the Fermi level. For a general pair with $E_j>E_i$, state $i$ must also be occupied and state $j$ empty. When all energies are large against $kT$, the Fermi function gives
\[
f_i\approx e^{-\max(E_i,0)/kT},\qquad 1-f_j\approx e^{-\max(-E_j,0)/kT}.
\]
Using $\max(x,0)=(x+|x|)/2$, the total energy cost is
\begin{align}
\varepsilon_{ij}&=\frac{E_i+|E_i|}{2}+\frac{-E_j+|E_j|}{2}+(E_j-E_i)\nonumber\\
&=\frac{|E_i|+|E_j|+|E_i-E_j|}{2}.
\label{pair}
\end{align}
The last form is symmetric in $i$ and $j$, as it must be in equilibrium, where forward and backward flows balance. It is needed below for the network.

\section*{The lowest level within reach}

A ball of radius $R$ has volume $V_dR^d$, with $V_2=\pi$ and $V_3=4\pi/3$. The states inside it have $N=g_dV_dR^d$ levels per unit energy on average. If positions and energies are independent and random, the probability of finding no level between $0$ and $W$ is $e^{-NW}$. The mean energy of the lowest available level is therefore
\begin{equation}
W(R)=\int_0^\infty e^{-NW'}\,dW'=\frac1N=\frac{1}{g_dV_dR^d}.
\label{spacing}
\end{equation}
The integral of the survival probability equals the mean because $W'$ is positive. A search through a larger ball finds a lower step, and this is the source of the trade-off.

Direct sampling of random sites gave mean lowest energies of $1.006$ and $0.999$ times the value in (\ref{spacing}) for $d=2$ and $d=3$.

\section*{The optimum}

Inserting (\ref{spacing}) in (\ref{rate}) gives
\begin{equation}
S(R)=\frac{2R}{\xi}+\frac{1}{g_dV_dkT\,R^d}.
\label{S}
\end{equation}
The first term favours short hops and the second favours long ones. Differentiation gives
\begin{align}
S'(R)&=\frac2\xi-\frac{d}{g_dV_dkT\,R^{d+1}},\\
S''(R)&=\frac{d(d+1)}{g_dV_dkT\,R^{d+2}}>0 .
\end{align}
Since $S''$ is positive for every $R>0$, there is one minimum. Setting $S'=0$,
\begin{equation}
R_*=\left(\frac{d\,\xi}{2g_dV_dkT}\right)^{1/(d+1)} .
\label{R}
\end{equation}
The best hop lengthens on cooling, as $T^{-1/(d+1)}$. At low temperature energy is expensive, and the electron goes further to find a closer match.

To find $S_*$, multiply $S'(R_*)=0$ by $R_*$:
\begin{equation}
\frac{2R_*}{\xi}=\frac{d}{g_dV_dkT\,R_*^d}=d\,\frac{W_*}{kT}.
\label{share}
\end{equation}
The distance term is $d$ times the energy term. Their sum is
\begin{equation}
S_*=(d+1)\frac{W_*}{kT}=\frac{d+1}{d}\,\frac{2R_*}{\xi}.
\label{sum}
\end{equation}
Now raise the last form to the power $d+1$ and use (\ref{R}):
\begin{align}
S_*^{d+1}
&=\left(\frac{d+1}{d}\right)^{d+1}\left(\frac2\xi\right)^{d+1}
\frac{d\,\xi}{2g_dV_dkT}\nonumber\\
&=\frac{2^d(d+1)^{d+1}}{d^dV_d}\,\frac{1}{g_d\xi^d kT}.
\end{align}
The right side is $T_0/T$, with $C_d=2^d(d+1)^{d+1}/(d^dV_d)$. For $d=2$ this is $4\cdot27/(4\pi)=27/\pi$. For $d=3$ it is $8\cdot256/(36\pi)=512/(9\pi)$. Taking $\sigma=\sigma_0e^{-S_*}$ gives (\ref{result}).

The hop must be longer than the state itself, $R_*>\xi$. By (\ref{sum}) this requires $S_*>2(d+1)/d$, which is $3$ in two dimensions and $8/3$ in three. The temperature $T_0$ marks no transition. It is a measure of how sparse and how compact the states are, and it can be enormous.

\section*{The local activation energy}

Over a short temperature range the data may look like simple activation. Write $\beta=1/kT$, so that $S=2R/\xi+\beta W(R)$. With $\sigma_0$ held fixed,
\begin{equation}
-\frac{d\ln\sigma}{d\beta}
=\frac{dS_*}{d\beta}
=\left.\frac{\partial S}{\partial R}\right|_{R_*}\frac{dR_*}{d\beta}+W(R_*)
=W_* .
\label{activation}
\end{equation}
The first term vanishes because $R_*$ is a minimum. In the one-hop estimate, the slope of an Arrhenius plot is thus the energy of the optimum hop. From (\ref{sum}), $W_*=kTS_*/(d+1)\propto T^{d/(d+1)}$, so it falls on cooling and the plot curves.

If the distance were fixed at $R_0$ and the energy at $W_0$, the exponent would be $2R_0/\xi+W_0/kT$, with a constant activation energy $W_0$. The fractional power comes from the freedom to choose a new hop at each temperature.

\section*{From one hop to a current}

A current needs a connected path, and a path of easy hops may be broken by a hard one. Call a pair linked if
\begin{equation}
\frac{2r_{ij}}{\xi}+\frac{\varepsilon_{ij}}{kT}\le u .
\label{link}
\end{equation}
As $u$ is raised, more pairs are linked, until at $u=u_c$ the links first span the sample. Links well below $u_c$ conduct so well that they add little resistance. Links well above it are bypassed by the network already formed. To leading order in the exponent, therefore, $\ln\sigma\approx\ln\sigma_0-u_c$.

Scale the lengths as $r=\xi u\,\rho$ and the energies as $E=kTu\,\eta$. Condition (\ref{link}) becomes
\[
2\rho_{ij}+\tfrac12\left(|\eta_i|+|\eta_j|+|\eta_i-\eta_j|\right)\le1,
\]
which contains no material constant and no temperature. What remains is the density of sites in the scaled variables,
\begin{equation}
n=g_d(\xi u)^d(kTu)=g_d\xi^dkT\,u^{d+1}.
\end{equation}
In a large sample, spanning sets in at a fixed number $n=n_c$, so
\begin{equation}
u_c=\left(\frac{n_c}{g_d\xi^dkT}\right)^{1/(d+1)} .
\label{network}
\end{equation}
The power is the same as before, with $C_d$ replaced by $n_c$. This argument does not use $W(R)$ or an optimum hop. It holds exactly if the density of states is flat out to $|E|=kTu_c$; states beyond take no part, because (\ref{pair}) is never smaller than $|E_i|$ or $|E_j|$. Sites in the outer half of this range have few links, and removing them raises $u_c$ by only about one per cent.

The network was tested on random sites in boxes of side $250\,\xi$ in two dimensions (five samples) and $70\,\xi$ in three (three samples), with temperature varied by a factor of 16. The fitted powers were $0.331$ and $0.258$, against $1/3$ and $1/4$. The coefficients were $13.4$ in two dimensions and $17.4$ in three.

In three dimensions, $n_c=u_c^4kTg_3\xi^3$ came out as $16.8$ at the highest temperature and $18.6$ at the lowest, whereas (\ref{network}) requires a constant. A likely cause, not separately tested, is the finite box and small number of samples. The three-dimensional coefficient is therefore uncertain by at least some ten per cent, and its being slightly below $18.1$ has no significance. In two dimensions the four temperatures gave values from $12.6$ to $14.3$, so that coefficient is also uncertain by several per cent; it is about $1.5$ to $1.7$ times the one-hop value.

\section*{A second case: a density of states that vanishes}

The constant density matters. Suppose instead that $g(E)=A|E|^p$ with $p>0$. One level is expected within radius $R$ and energy $W$ when
\[
V_dR^d\,\frac{A\,W^{p+1}}{p+1}=1,
\qquad\text{so}\qquad W=cR^{-q},\quad q=\frac{d}{p+1},
\]
where $c$ is a constant. Minimising $2R/\xi+cR^{-q}/kT$ gives
\[
R_*^{q+1}=\frac{qc\,\xi}{2kT}.
\]
At the minimum both terms are proportional to $R_*$, so
\begin{equation}
S_*\propto T^{-1/(q+1)}=T^{-(p+1)/(p+1+d)} .
\end{equation}
For $p=0$ the earlier powers return.

Coulomb repulsion gives a physical example. A hop from a filled to an empty state at distance $r$ gains the attraction $e^2/(4\pi\epsilon_0\epsilon_r r)$ between the electron and the hole it leaves. For the ground state to be stable, states within $W$ of the Fermi level must be spaced by at least a distance of order $1/W$. Their density is then at most of order $W^d$, which suggests $g\propto|E|^{d-1}$. With $p=d-1$ the power is $1/2$ in both dimensions. The constant-density law must therefore give way once the hops probe energies inside this Coulomb gap.

\section*{Worked example: a trap-rich carbon film}

Hydrogenated amorphous carbon is a candidate low-permittivity interlayer. The following are rough model parameters for a trap-rich film: $g_3=5\times10^{18}\ \mathrm{cm^{-3}\,eV^{-1}}=0.005\ \mathrm{nm^{-3}\,eV^{-1}}$, $\xi=1$ nm, $\epsilon_r=2.9$, and a mobility edge $1$ eV from the Fermi level. The decay length stands for states spread over carbon clusters.

\subsection*{Three dimensions: a film 1 $\mu$m thick}

The characteristic energy is $kT_0=18.11/0.005\approx3.62\times10^3$ eV, or $T_0=4.2\times10^7$ K. At $300$ K, $kT=0.02585$ eV, and (\ref{R}) gives
\[
R_*=\left(\frac{3\times1}{2\times0.005\times4.189\times0.02585}\right)^{1/4}\mathrm{nm}
\approx7.25\ \mathrm{nm}.
\]
The energy step is $W_*=1/(0.005\times4.189\times7.25^3)\approx0.125$ eV. The exponent is
\[
S_*=14.5+4.8\approx19.3,
\]
with the distance term three times the energy term. The film is about $138$ hops thick, so it is three-dimensional for this purpose.

Between $250$ and $350$ K the local activation energy rises from $0.109$ to $0.140$ eV. With $\sigma_0$ fixed, the conductivity rises by a factor of $5.1$.

\subsection*{Two dimensions: a layer 4 nm thick}

Let current flow along a layer $4$ nm thick. The hop found above is longer than the thickness, so the search for a partner is confined to the plane. The areal density is $g_2=0.005\times4=0.020\ \mathrm{nm^{-2}\,eV^{-1}}$, and $kT_0=8.594/0.020\approx430$ eV, or $T_0=5.0\times10^6$ K. At $300$ K,
\[
R_*=\left(\frac{2\times1}{2\times0.020\times3.142\times0.02585}\right)^{1/3}\mathrm{nm}
\approx8.5\ \mathrm{nm},
\]
$W_*\approx0.22$ eV and $S_*\approx17.0+8.5=25.5$. The thickness is $0.47$ of the hop length, so the two-dimensional limit is approximate.

Although $T_0$ is smaller than in the thick film, the exponent is larger, because a cube root is taken instead of a fourth root. Confinement removes partners above and below the plane. From $250$ to $350$ K the one-hop estimate of the conductivity rises by a factor of $18$ at fixed $\sigma_0$.

The network coefficient raises the exponent at $300$ K from $25.5$ to $29.6$. This lowers the estimated conductivity by $e^{4.1}\approx60$ at fixed $\sigma_0$, and raises the factor of $18$ to about $28$. With the coefficient anywhere from $12.6$ to $14.3$ the exponent runs from $29.0$ to $30.2$ and the factor of $60$ from about $30$ to $110$. The spread of sites across the $4$ nm thickness adds roughly a further $0.6$ to the exponent. Absolute values from the one-hop estimate are thus much less reliable than the power law.

\subsection*{The prefactor and the choice of power}

If $\sigma_0\propto R_*^2$, as for diffusion with a fixed attempt rate, it falls on heating. Between $250$ and $350$ K it changes $\ln\sigma$ by $-0.17$ in three dimensions, against $+1.63$ from the exponential. In two dimensions the figures are $-0.22$ and $+2.88$. This correction to the logarithm is about ten and eight per cent. It assumes an attempt rate independent of $W$; a rate that depends on $W$ can give a much larger correction, as noted under phonon energy below.

Over this range $W_*$ grows by a factor of $1.29$ for the power $1/4$ and $1.25$ for $1/3$. Telling the two apart would require activation energies good to better than about three per cent, as well as knowledge of $\sigma_0(T)$. A wider temperature range would make the two powers easier to distinguish.

\section*{Where the example is fragile}

\paragraph{Coulomb energy.} At the optimum distance and $300$ K, the interaction of two unit charges is $0.068$ eV in the thick film, about $55$ per cent of $W_*$. In the thin layer it is $0.058$ eV, about $27$ per cent, if the surroundings have the same permittivity as the film. Much of the field between the charges runs outside so thin a layer, and in vacuum the energy would be about $0.14$ eV, or $65$ per cent of $W_*$. As a measure of size, $0.068$ eV is $2.6\,kT$, which could change the conductivity by a factor of about $14$. The width $\Delta$ of the Coulomb gap can be estimated by setting it equal to the Coulomb energy at the mean spacing $(g_d\Delta)^{-1/d}$ of the states within it. With $K=e^2/(4\pi\epsilon_0\epsilon_r)$ this reads $\Delta=K(g_d\Delta)^{1/d}$, so $\Delta=K^{d/(d-1)}g_d^{1/(d-1)}$. The results are smaller than the hop energies: $0.025$ eV in the thick film and $0.005$ eV in the layer, again for surroundings of the same permittivity. For a layer in vacuum the estimate rises to about $0.04$ eV. The hop energies thus lie above the gap, but correlation is not negligible.

\paragraph{Width of the flat region.} At $300$ K the network can use states out to $\pm0.50$ eV in three dimensions and $\pm0.76$ eV in two. The inner half of these ranges, about $\pm0.25$ and $\pm0.38$ eV, fixes the exponent to about one per cent, so that is where the density must be flat. This is still a real demand on a trap distribution.

\paragraph{Emission to extended states.} The emission exponent at $300$ K is $1/0.02585\approx38.7$, larger than the network exponents $19.2$ and $29.6$. With equal prefactors, hopping wins. The exponents become equal at $765$ K in the thick film and $449$ K in the layer. At those temperatures $kTu_c$ equals the distance to the mobility edge, so the outermost states that the network can use then reach the edge.

\paragraph{Phonon energy.} The rate (\ref{rate}) assumes that a single phonon supplies the energy $W$. Carbon--carbon vibrations reach only about $0.2$ eV, whereas $W_*$ at $300$ K is $0.125$ eV in the thick film and $0.22$ eV in the layer, and some network links need more. Carbon--hydrogen stretching has a higher energy, but how strongly it couples to these hops is not known here. A hop that needs more energy than the vibrations coupled to it can supply singly requires several phonons. Detailed balance still fixes the ratio of upward to downward rates at $e^{-W/kT}$, but both rates then carry a further factor that depends on $W$. That factor is neglected here, which makes the numerical estimates for the layer especially rough. A one-phonon rate can also depend strongly on $W$. For plane-wave acoustic phonons of speed $s$ coupled by a deformation potential it carries the factor $W[1+(W\xi/2\hbar s)^2]^{-4}$. With $\xi=1$ nm and $s$ from $5$ to $12$ km/s this is close to $W^{-7}$, and at the $R_*$ found above it changes $\ln\sigma$ between $250$ and $350$ K by about $-1.8$ in the thick film and $-1.6$ in the layer, comparable to the change from the exponential. Vibrations of this energy in an amorphous film are not plane waves, so the true factor is not known, and the rises of $5.1$, $18$ and $28$ hold only for an attempt rate independent of $W$.

\paragraph{Field.} One volt across $1\ \mu$m is $0.01$ MV/cm. At $300$ K the voltage drop over a distance $R_*$ is then $0.28\,kT/e$ in the thick film and $0.33\,kT/e$ along the layer. In the network, however, the voltage collects on the few critical links, each of which takes the drop of a longer stretch: weighted by dissipated power, roughly $14$ nm in the thick film and $70$ nm in the layer, and several times more on the worst links. The typical drops on those links are then about $0.5$ and $2.6\,kT/e$, so this field is marginal for the thick film and too strong for a weak-field estimate in the layer. At $0.5$ MV/cm the drops over $R_*$ alone are $14$ and $16\,kT/e$, and (\ref{result}) cannot be used. That field also lowers the barrier around a trap that is charged when empty. The potential energy $-e^2/(4\pi\epsilon_0\epsilon_rx)-eFx$ has its maximum at $x^2=e/(4\pi\epsilon_0\epsilon_rF)$, where the two terms are equal, and the lowering is
\[
2\sqrt{\frac{e^3F}{4\pi\epsilon_0\epsilon_r}}\approx0.32\ \mathrm{eV}.
\]

\paragraph{Comparison with real films.} The assumed permittivity is in the usual low-$k$ range, but the decay length is long for a state $1$ eV deep. A point-like trap of that depth, with the free-electron mass, has $\xi=\hbar/\sqrt{2mE}\approx0.195$ nm. Since $S_*\propto\xi^{-3/4}$ in three dimensions, its formal hopping exponent at $300$ K is $66$ instead of $19$. This value assumes a flat density of states out to $\pm1.7$ eV, beyond the mobility edge. Removing the states beyond the edge can only make hopping harder. The exponent therefore exceeds $38.7$ in any case, and with equal prefactors emission wins. The example therefore applies to a film whose localised states spread over carbon clusters, tested in weak field; it does not describe a dielectric with compact deep traps or one at a working field near $0.5$ MV/cm. Lattice relaxation is a further omission: each extra $0.1$ eV of activation would add $3.9$ to the exponent at $300$ K. The remaining values are in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
INPUTS (rough, a-C:H film)
density of states g3 = 5.0e+18 cm^-3 eV^-1 = 0.0050 nm^-3 eV^-1
2D density g2 = 0.0200 nm^-2 eV^-1; layer = 4 nm
xi = 1.0 nm; eps_r = 2.9; mobility edge = 1.0 eV
thick film = 1000 nm; kT at 300 K = 0.02585 eV
edge/kT at 300 K = 38.7
--- 3D ---
mean lowest step / (1/(g V R^d)) = 0.999
network power = 0.2577; derived = 0.2500
network kT (units 1/(g xi^d)): 0.005000 0.001984 0.000787 0.000313
network exponent u_c: 7.61 9.67 12.13 15.61
C_d: one hop = 18.108; network = 17.4
T0 = 4.203e+07 K (kT0 = 3621.7 eV)
250 K: R*=7.59 nm W*=0.1091 eV S*=20.25 Eact=0.1091 eV
300 K: R*=7.25 nm W*=0.1250 eV S*=19.35 Eact=0.1250 eV
350 K: R*=6.98 nm W*=0.1404 eV S*=18.62 Eact=0.1404 eV
sigma(350 K)/sigma(250 K), fixed prefactor = 5.12
ln ratio: exponential 1.634, R*^2 prefactor -0.168
300 K network exponent = 19.16; flat DOS needed to +-0.495 eV
350 K: flat DOS needed to +-0.556 eV
300 K Coulomb energy at R* = 0.0684 eV; gap ~ 0.0247 eV
emission overtakes hopping (equal prefactors) at 765 K
300 K eFR*/kT: 0.01 MV/cm 0.281; 0.5 MV/cm 14.03
film thickness / R* at 300 K = 138
--- 2D ---
mean lowest step / (1/(g V R^d)) = 1.006
network power = 0.3307; derived = 0.3333
network kT (units 1/(g xi^d)): 0.016000 0.006350 0.002520 0.001000
network exponent u_c: 9.38 12.82 17.84 23.28
C_d: one hop = 8.594; network = 13.4
T0 = 4.987e+06 K (kT0 = 429.7 eV)
250 K: R*=9.04 nm W*=0.1948 eV S*=27.12 Eact=0.1948 eV
300 K: R*=8.51 nm W*=0.2199 eV S*=25.52 Eact=0.2199 eV
350 K: R*=8.08 nm W*=0.2437 eV S*=24.24 Eact=0.2437 eV
sigma(350 K)/sigma(250 K), fixed prefactor = 17.77
ln ratio: exponential 2.877, R*^2 prefactor -0.224
300 K network exponent = 29.57; flat DOS needed to +-0.764 eV
350 K: flat DOS needed to +-0.847 eV
300 K Coulomb energy at R* = 0.0584 eV; gap ~ 0.0049 eV
emission overtakes hopping (equal prefactors) at 449 K
300 K eFR*/kT: 0.01 MV/cm 0.329; 0.5 MV/cm 16.45
layer thickness / R* at 300 K = 0.47
--- OTHER LIMITS ---
barrier lowering at 0.5 MV/cm = 0.315 eV
test field / rough breakdown field (5 MV/cm) = 0.0020
direct tunnelling exponent through thick film = 2000
point trap 1 eV deep, free mass: xi = 0.195 nm
its 3D hopping exponent at 300 K = 65.9
\end{verbatim}
